# Two fits of apparent band-gap narrowing in heavily doped silicon: test program

```python
"""
Result under test: two fits of apparent band-gap narrowing in silicon,
    Delta(N) = V * (L + sqrt(L^2 + C)),  L = ln(N / N_ref),
used with the same intrinsic density n_i0, give equilibrium carrier
products pn = n_i0^2 exp(Delta/kT) whose ratio is
    R = exp((Delta_S - Delta_K) / kT).
S: original Slotboom-de Graaff fit.  K: Klaassen unified fit.
N: donor density (cm^-3), V: prefactor (meV), N_ref: reference density,
C: dimensionless constant, kT: thermal energy (meV).
The products are checked against band integrals and charge neutrality.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.linalg import solve_banded

TEMPERATURE = 300.0          # K
DOPING = 1e20                # cm^-3
NI0 = 1e10                   # cm^-3, common round value
MASS = 1.1                   # density-of-states mass / electron mass, rough
C_FIT = 0.5
FITS = {"S": (9.0, 1e17), "K": (6.92, 1.3e17)}   # meV, cm^-3


def thermal_mev(temperature):
    return 1e3 * const.k * temperature / const.e


KT = thermal_mev(TEMPERATURE)


def bracket(name, doping):
    """Return L, the square root s, and their sum G."""
    log_ratio = np.log(doping / FITS[name][1])
    root = np.sqrt(log_ratio**2 + C_FIT)
    return log_ratio, root, log_ratio + root


def narrowing(name, doping):
    return FITS[name][0] * bracket(name, doping)[2]


def product_ratio(doping, temperature=TEMPERATURE):
    difference = narrowing("S", doping) - narrowing("K", doping)
    return np.exp(difference / thermal_mev(temperature))


L_S, s_S, G_S = bracket("S", DOPING)
L_K, s_K, G_K = bracket("K", DOPING)
delta_S, delta_K = narrowing("S", DOPING), narrowing("K", DOPING)
delta_diff = delta_S - delta_K
R = product_ratio(DOPING)

# The bracket is the positive root of G^2 - 2 L G - C = 0.
for L_value, G_value in ((L_S, G_S), (L_K, G_K)):
    found = brentq(lambda g: g * g - 2 * L_value * g - C_FIT, 1e-3, 100)
    assert abs(found - G_value) < 1e-9

# Split of the difference into prefactor and reference-density parts.
part_prefactor = (FITS["S"][0] - FITS["K"][0]) * G_S
part_reference = FITS["K"][0] * (G_S - G_K)
part_reference_log = 2 * FITS["K"][0] * np.log(FITS["K"][1] / FITS["S"][1])
assert abs(part_reference - part_reference_log) < 0.05

# Heavy-doping logarithmic law.
log_S = 2 * FITS["S"][0] * L_S
log_K = 2 * FITS["K"][0] * L_K
assert abs(log_S - delta_S) < 0.5 and abs(log_K - delta_K) < 0.5

# Local power-law exponent against a finite difference.
exponent = (delta_S / s_S - delta_K / s_K) / KT
exponent_limit = 2 * (FITS["S"][0] - FITS["K"][0]) / KT
step = 1e-4
exponent_fd = (np.log(product_ratio(DOPING * np.exp(step)))
               - np.log(product_ratio(DOPING * np.exp(-step)))) / (2 * step)
assert abs(exponent - exponent_fd) < 1e-6
assert abs(exponent - exponent_limit) < 0.01

# The original fit gives the larger product at every doping scanned.
assert np.all(product_ratio(np.logspace(14, 21, 300)) > 1)

# Band densities by quadrature over energy = kT t^2 above the band edge.
nodes, weights = np.polynomial.legendre.leggauss(160)
t_nodes, t_weights = 4 * (nodes + 1), 4 * weights
kt_joule = const.k * TEMPERATURE
dos_factor = 1e-6 * (2 * MASS * const.m_e * kt_joule / const.hbar**2)**1.5
dos_factor /= 2 * np.pi**2


def band_density(reduced_level, fermi):
    """Carriers per cm^3; reduced_level = depth of Fermi level in band / kT."""
    x = t_nodes**2 - reduced_level
    occupation = 1 / (np.exp(x) + 1) if fermi else np.exp(-x)
    return dos_factor * np.sum(t_weights * 2 * t_nodes**2 * occupation)


N_band = 2e-6 * (MASS * const.m_e * kt_joule
                 / (2 * np.pi * const.hbar**2))**1.5
assert abs(band_density(0.0, False) / N_band - 1) < 1e-9
gap0 = KT * np.log(N_band**2 / NI0**2)       # meV, reproduces n_i0


def neutral_layer(gap, fermi):
    """Solve n - p = N; return n, p and eta."""
    def densities(level):
        return (band_density((level - gap) / KT, fermi),
                band_density(-level / KT, fermi))

    def charge(level):
        n, p = densities(level)
        return n - p - DOPING

    level = brentq(charge, 500.0, gap + 400.0, xtol=1e-10)
    n, p = densities(level)
    return n, p, (level - gap) / KT


boltz, fermi_rigid = {}, {}
for name, delta in (("S", delta_S), ("K", delta_K)):
    boltz[name] = neutral_layer(gap0 - delta, False)
    fermi_rigid[name] = neutral_layer(gap0 - delta, True)
    n, p, _ = boltz[name]
    assert abs(n * p / (NI0**2 * np.exp(delta / KT)) - 1) < 1e-7
ratio_boltz = (boltz["S"][0] * boltz["S"][1]
               / (boltz["K"][0] * boltz["K"][1]))
ratio_fermi = (fermi_rigid["S"][0] * fermi_rigid["S"][1]
               / (fermi_rigid["K"][0] * fermi_rigid["K"][1]))
assert abs(ratio_boltz / R - 1) < 1e-7
assert abs(ratio_fermi / R - 1) < 1e-7

# Degeneracy correction, and recovery of pn when it is added to the gap shift.
n_fd, p_fd, eta = fermi_rigid["K"]
degeneracy = KT * (eta - np.log(n_fd / N_band))
suppression = n_fd * p_fd / (boltz["K"][0] * boltz["K"][1])
assert abs(-KT * np.log(suppression) - degeneracy) < 1e-5
for delta in (delta_S, delta_K):
    n, p, _ = neutral_layer(gap0 - delta - degeneracy, True)
    assert abs(n * p / (NI0**2 * np.exp(delta / KT)) - 1) < 1e-6

# Thin emitter: D p'' = p / lifetime, p = 0 at the ohmic contact.
WIDTH, DIFFUSIVITY, LIFETIME = 50e-7, 2.0, 0.4e-9   # cm, cm^2/s, s


def emitter_current(diffusivity, hole_density, cells=1000):
    """Saturation current density in pA/cm^2."""
    h = WIDTH / cells
    size = cells - 1
    bands = np.zeros((3, size))
    bands[0, 1:] = bands[2, :-1] = -1.0
    bands[1] = 2 + h**2 / (diffusivity * LIFETIME)
    source = np.zeros(size)
    source[0] = hole_density
    profile = solve_banded((1, 1), bands, source)
    flux = (diffusivity * (hole_density - profile[0]) / h
            + h * hole_density / (2 * LIFETIME))
    return 1e12 * const.e * flux


p_S, p_K = boltz["S"][1], boltz["K"][1]
J_K = emitter_current(DIFFUSIVITY, p_K)
J_S = emitter_current(DIFFUSIVITY, p_S)
J_S_matched = emitter_current(DIFFUSIVITY / R, p_S)
J_simple = 1e12 * const.e * DIFFUSIVITY * p_K / WIDTH
assert abs(J_K / J_simple - 1) < 0.02      # weak recombination in thin layer
assert abs(J_S_matched / J_K - 1) < 0.05   # recombination leaves a remainder

print(f"Temperature: {TEMPERATURE:.0f} K; kT: {KT:.3f} meV")
print(f"Donor density: {DOPING:.1e} cm^-3; common n_i0: {NI0:.1e} cm^-3")
for name, label in (("S", "Slotboom-de Graaff"), ("K", "Klaassen")):
    V, N_ref = FITS[name]
    L, s, G = bracket(name, DOPING)
    print(f"{label}: V = {V:.2f} meV, N_ref = {N_ref:.1e} cm^-3")
    print(f"  L = {L:.4f}, square root = {s:.4f}, sum G = {G:.4f}")
    print(f"  apparent narrowing = {narrowing(name, DOPING):.2f} meV")
print(f"Difference of narrowings: {delta_diff:.2f} meV")
print(f"  part from prefactor: {part_prefactor:.2f} meV")
print(f"  part from reference density: {part_reference:.2f} meV")
print(f"  same part by 2 V_K ln(1.3): {part_reference_log:.2f} meV")
print(f"Difference / kT: {delta_diff / KT:.4f}")
print(f"Carrier-product ratio R (S over K): {R:.3f}")
print(f"R from band integrals, Boltzmann: {ratio_boltz:.3f}")
print(f"R from band integrals, Fermi-Dirac: {ratio_fermi:.3f}")
print(f"Ratio of effective intrinsic densities: {np.sqrt(R):.3f}")
for name, label, delta in (("S", "S", delta_S), ("K", "K", delta_K)):
    n, p, _ = boltz[name]
    print(f"pn, fit {label}: {n * p:.3e} cm^-6; "
          f"n_ie: {np.sqrt(n * p):.3e} cm^-3; p: {p:.1f} cm^-3")
print(f"Logarithmic law: S {log_S:.2f} meV, K {log_K:.2f} meV, "
      f"R {np.exp((log_S - log_K) / KT):.3f}")
print(f"Exponent d ln R / d ln N: {exponent:.4f}; "
      f"heavy-doping limit: {exponent_limit:.4f}")
for doping in (1e18, 1e19, 1e20):
    print(f"N = {doping:.0e} cm^-3: S {narrowing('S', doping):.2f} meV, "
          f"K {narrowing('K', doping):.2f} meV, R {product_ratio(doping):.3f}")
print(f"Band model: mass {MASS:.1f} m_e, N_c = N_v = {N_band:.3e} cm^-3, "
      f"gap {gap0 / 1e3:.4f} eV")
print(f"Fermi level above conduction edge: eta = {eta:.3f}, "
      f"{eta * KT:.1f} meV")
print(f"Degeneracy correction: {degeneracy:.2f} meV; "
      f"pn factor: {suppression:.3f}")
print(f"Rigid narrowing for Fermi-Dirac use: S {delta_S + degeneracy:.1f} meV,"
      f" K {delta_K + degeneracy:.1f} meV")
for temperature in (250, 350, 400):
    print(f"R at {temperature} K, fits held fixed: "
          f"{product_ratio(DOPING, temperature):.3f}")
print(f"pn factor from 40 % larger n_i0: {1.4**2:.2f}, "
      f"equivalent to {KT * np.log(1.4**2):.1f} meV")
print(f"R if 80 % of dopants are active: {product_ratio(0.8 * DOPING):.3f}")
print(f"pn factor from a 5 meV error in one fit: {np.exp(5 / KT):.3f}")
print(f"Emitter: W = {WIDTH * 1e7:.0f} nm, D = {DIFFUSIVITY:.1f} cm^2/s, "
      f"lifetime = {LIFETIME * 1e9:.1f} ns")
print(f"Current qDp/W, fit K: {J_simple:.3f} pA/cm^2")
print(f"Current with recombination, fit K: {J_K:.3f} pA/cm^2")
print(f"Current with recombination, fit S, same D: {J_S:.3f} pA/cm^2")
print(f"Reduced D = D/R: {DIFFUSIVITY / R:.3f} cm^2/s")
print(f"Current, fit S, reduced D: {J_S_matched:.3f} pA/cm^2; "
      f"over fit K: {J_S_matched / J_K:.3f}")
print("all assertions hold")
```

It prints:

```
Temperature: 300 K; kT: 25.852 meV
Donor density: 1.0e+20 cm^-3; common n_i0: 1.0e+10 cm^-3
Slotboom-de Graaff: V = 9.00 meV, N_ref = 1.0e+17 cm^-3
  L = 6.9078, square root = 6.9439, sum G = 13.8516
  apparent narrowing = 124.66 meV
Klaassen: V = 6.92 meV, N_ref = 1.3e+17 cm^-3
  L = 6.6454, square root = 6.6829, sum G = 13.3283
  apparent narrowing = 92.23 meV
Difference of narrowings: 32.43 meV
  part from prefactor: 28.81 meV
  part from reference density: 3.62 meV
  same part by 2 V_K ln(1.3): 3.63 meV
Difference / kT: 1.2546
Carrier-product ratio R (S over K): 3.506
R from band integrals, Boltzmann: 3.506
R from band integrals, Fermi-Dirac: 3.506
Ratio of effective intrinsic densities: 1.873
pn, fit S: 1.242e+22 cm^-6; n_ie: 1.115e+11 cm^-3; p: 124.2 cm^-3
pn, fit K: 3.543e+21 cm^-6; n_ie: 5.953e+10 cm^-3; p: 35.4 cm^-3
Logarithmic law: S 124.34 meV, K 91.97 meV, R 3.497
Exponent d ln R / d ln N: 0.1606; heavy-doping limit: 0.1609
N = 1e+18 cm^-3: S 42.40 meV, K 29.06 meV, R 1.675
N = 1e+19 cm^-3: S 83.38 meV, K 60.50 meV, R 2.423
N = 1e+20 cm^-3: S 124.66 meV, K 92.23 meV, R 3.506
Band model: mass 1.1 m_e, N_c = N_v = 2.895e+19 cm^-3, gap 1.1264 eV
Fermi level above conduction edge: eta = 2.407, 62.2 meV
Degeneracy correction: 30.19 meV; pn factor: 0.311
Rigid narrowing for Fermi-Dirac use: S 154.9 meV, K 122.4 meV
R at 250 K, fits held fixed: 4.506
R at 350 K, fits held fixed: 2.931
R at 400 K, fits held fixed: 2.562
pn factor from 40 % larger n_i0: 1.96, equivalent to 17.4 meV
R if 80 % of dopants are active: 3.383
pn factor from a 5 meV error in one fit: 1.213
Emitter: W = 50 nm, D = 2.0 cm^2/s, lifetime = 0.4 ns
Current qDp/W, fit K: 2.271 pA/cm^2
Current with recombination, fit K: 2.294 pA/cm^2
Current with recombination, fit S, same D: 8.045 pA/cm^2
Reduced D = D/R: 0.570 cm^2/s
Current, fit S, reduced D: 2.353 pA/cm^2; over fit K: 1.026
all assertions hold
```
